Why molecular dipoles grow in polar liquids: the reaction field

**What goes wrong with a gas-phase dipole**

A calculation that puts a molecule into a polar liquid but keeps its gas-phase dipole underestimates how strongly the molecule and the liquid act on each other. In the water example below, the field on the molecule and its electrostatic free energy both come out about 16% too small, relative to the values with a polarizable molecule. The missing piece is a feedback. The dipole polarizes the liquid, the polarized liquid sends a field back, and that field enlarges the dipole.

The model treats the molecule as a point dipole μ at the centre of an empty sphere of radius a. Around the sphere is a uniform, linear dielectric of static constant ε > 1. The gas-phase dipole is μ₀, and α is the polarizability along it. The dipole is assumed to lie on a principal axis of the polarizability, so a field along it induces no sideways component. Units are such that 4πε₀ = 1, which makes α a volume. The result is

μ = μ₀/(1 − αR), R = 2(ε − 1)/[(2ε + 1)a³], provided αR < 1.

**The field that the liquid returns**

Let θ be the angle from the dipole. Inside the sphere the potential is that of the dipole plus that of a uniform field F along it. Outside, the solution with the same angular dependence that vanishes at infinity is a dipole potential of unknown strength μ*:

φ_in = (μ/r² − F r) cos θ, φ_out = μ* cos θ/r².

The potential is continuous at r = a. Multiplying that condition by a² gives

μ − F a³ = μ*.

The wall carries no free charge, so ε dφ/dr is continuous too, with ε = 1 inside:

−2μ/a³ − F = −2εμ*/a³, hence 2μ + F a³ = 2εμ*.

Adding the two conditions removes F:

3μ = (2ε + 1)μ*, so μ* = 3μ/(2ε + 1).

The first condition then gives the field:

F a³ = μ − μ* = μ(2ε + 1 − 3)/(2ε + 1) = 2(ε − 1)μ/(2ε + 1).

So F = Rμ with the R stated above. A numerical solution of the same dielectric problem for ε = 78, with unit dipole and unit radius, gives F = 0.98090; the formula gives 0.98089.

The sign can be read from the charge on the wall. Just outside it the radial field is

E_r = 2μ* cos θ/a³ = 6μ cos θ/[(2ε + 1)a³],

and the polarization is P_r = (ε − 1)E_r/4π. The outward normal of the dielectric points towards the centre of the cavity, so the bound surface charge is σ = −P_r. It is negative on the part of the wall nearest the positive end of the dipole and positive on the part nearest the negative end. The field inside points from positive to negative charge, which is along μ.

Coulomb's law confirms the size. A patch of wall of solid angle dΩ contributes −σ cos θ dΩ to the axial field at the centre. Since the integral of cos²θ over all directions is 4π/3,

F = [(ε − 1)/4π] · 6μ/[(2ε + 1)a³] · 4π/3 = Rμ.

**Closing the loop**

The wall responds to the whole dipole, including the part that the reaction field has induced. The induced part is αF = αRμ, so

μ = μ₀ + αRμ, (1 − αR)μ = μ₀, μ = μ₀/(1 − αR).

For αR < 1 this is the sum of a geometric series:

μ = μ₀[1 + αR + (αR)² + …].

The first correction is the response to the field of μ₀, the second is the response to the field of that correction, and so on. These rounds are a way of counting, not successive events in time.

**Why the growth stops**

Distorting the molecule costs energy. In the linear model, an induced dipole μ − μ₀ costs (μ − μ₀)²/2α. Against this stands the gain from polarizing the liquid. When the dipole is raised from m to m + dm, the reaction field Rm lowers the free energy by Rm dm. Integrating from 0 to μ gives −Rμ²/2. The factor ½ appears because the field grows along with the dipole. The total is

G(μ) = (μ − μ₀)²/2α − Rμ²/2.

Its derivatives are

G′ = (μ − μ₀)/α − Rμ, G″ = 1/α − R.

Setting G′ = 0 recovers the growth law. The dipole grows until one further increment costs as much inside the molecule as it gains from the liquid. At that point μ − μ₀ = αRμ, so the distortion cost is αR²μ²/2 and

G = αR²μ²/2 − Rμ²/2 = −Rμ²(1 − αR)/2 = −Rμ₀μ/2.

A rigid molecule would have G = −Rμ₀²/2. Polarizability therefore enlarges the free energy by the same factor as the dipole, with the distortion cost already paid.

The stationary point is a minimum only if αR < 1. The same condition must hold for the polarizability along each of the other principal axes, or a small sideways dipole would grow without limit. At αR = 1 and above, G has no lower bound as μ increases, and the negative dipole that the formula gives for αR > 1 is not a stable state. This signals that the linear point-dipole model has been pushed too far, for example by too small a cavity.

**How much the dielectric constant matters**

Rewriting R as

R = [1 − 3/(2ε + 1)]/a³

shows that it vanishes at ε = 1 and levels off at 1/a³ for large ε. The growth factor therefore has the ceiling 1/(1 − α/a³), and stability for every ε > 1 is assured if the polarizability along each principal axis is below a³. With α and a held at the water values used below, the growth factor is

ε = 1.8: 1.062
ε = 5: 1.139
ε = 78: 1.197
ε → ∞: 1.202

About 70% of the growth found at ε = 78 is already present at ε = 5. In a strongly polar liquid, an error in ε matters much less than one in a.

**Worked case: water**

The liquid is given rough properties: density 1.0 g/cm³, ε = 78 and a temperature of 298 K. The volume per molecule is then 0.02989 nm³. Setting 4πa³/3 equal to it gives a = 0.1925 nm and R = 137.46 nm⁻³. This choice of radius is a convention, not a consequence of the theory.

Hartree–Fock theory in the aug-cc-pVDZ basis, at a fixed geometry, gives μ₀ = 2.001 D and α = 1.198 × 10⁻³ nm³. Hence

αR = 1.198 × 10⁻³ × 137.46 = 0.1647,
μ = 2.001 D/(1 − 0.1647) = 2.396 D.

These inputs are not fully converged with the basis. The larger aug-cc-pVTZ basis lowers μ₀ to 1.985 D and raises α by about 4%, so the growth factor becomes 1.207. The two changes nearly cancel in the liquid dipole, which stays at 2.396 D.

A field of 1 D/nm³ is 0.2998 MV/cm, so the reaction field is

F = 137.46 × 2.396 × 0.2998 ≈ 99 MV/cm.

An energy of 1 D²/nm³ is 6.2415 × 10⁻⁴ eV, so the net free energy is

G = −½ × 137.46 × 2.001 × 2.396 × 6.2415 × 10⁻⁴ eV ≈ −0.206 eV.

This already includes a distortion cost of 0.041 eV. The rigid molecule would give −0.172 eV.

The growth law assumes that the molecule responds linearly, even at 99 MV/cm. To test this, the Hartree–Fock molecule was solved repeatedly in its own reaction field, with no linear assumption about its electrons. Successive rounds gave 2.001, 2.330, 2.384, 2.393 and 2.394 D, converging to 2.395 D. The linear formula is 0.04% above the converged value, or 0.07% in the aug-cc-pVTZ basis. Part of this closeness is a cancellation: at this field the term quadratic in the field lowers the induced dipole by about 0.0024 D and the cubic term raises it by about 0.0017 D, each under 1% of the induced 0.39 D. The first increment is 0.1643 of μ₀ and the second is 0.1646 of the first, both close to αR = 0.1647. This supports the linear response of the molecule. It says nothing about the quality of the spherical cavity, which both calculations share. Both also keep only the reaction field of the dipole. Adding the reaction fields of the molecule's quadrupole and octupole, taken about the oxygen at the cavity centre, raises the self-consistent dipole to about 2.45 D, or 2.44 D in the aug-cc-pVTZ basis. Still higher multipoles add a little under 0.01 D more.

**Slow neighbours and thermal spread**

The static ε applies when the neighbours have time to turn with the molecule. After a sudden change of dipole, only their electrons follow at first, while the field from their orientation keeps its old value. Let R_f be the reaction factor for the electronic constant, roughly 1.8 here, and let R_s = R − R_f. With F_s the slow field,

G(μ, F_s) = (μ − μ₀)²/2α − R_f μ²/2 − F_s μ + F_s²/2R_s.

The last term is the cost of arranging the neighbours. Its coefficient is fixed by requiring that minimization over F_s give F_s = R_s μ and restore the full −Rμ²/2.

The electrons adjust to each value of F_s, so ∂G/∂μ = 0:

(1 − αR_f)μ = μ₀ + αF_s, so μ = μ₀′ + α′F_s,

where μ₀′ = μ₀/(1 − αR_f) and α′ = α/(1 − αR_f). Because ∂G/∂μ = 0, the slope of G along this path is

dG/dF_s = F_s/R_s − μ = (1/R_s − α′)F_s − μ₀′.

The energy is thus quadratic in F_s with stiffness 1/R_s − α′. Its minimum lies at F_s = R_s μ, which returns the original growth law. For a classical slow field, the thermal variance is kT divided by the stiffness, and the dipole varies α′ times as much as the field:

δμ = α′ √[kT R_s/(1 − α′R_s)].

The mean dipole is unchanged because the distribution is symmetric about the minimum. For the water example δμ = 0.08 D, about a fifth of the growth of 0.39 D. Molecular vibrations are not included.

**How far to trust the number for real water**

The dipole of a molecule in liquid water is not directly measurable, since it depends on how the electron density is divided among molecules. Estimates lie roughly between 2.5 and 3 D, above the 2.4 D found here. Part of even that agreement is fortuitous, because Hartree–Fock starts from too large a gas-phase dipole. Second-order perturbation theory (MP2), which adds part of the electron correlation, gives μ₀ = 1.87 D, a growth factor of 1.23 and a liquid dipole of 2.29 D in the same cavity. In the aug-cc-pVTZ basis these become 1.86 D, 1.24 and 2.30 D.

The radius matters at least as much. With the Hartree–Fock μ₀ and α held fixed, reducing a by 10% gives 2.59 D and increasing it by 10% gives 2.28 D. Of the molecule's total electron charge of ten, about 0.07 of one electron (0.08 in the aug-cc-pVTZ basis) lies outside a cavity centred on the oxygen, so the sphere is not a clean boundary either.

Real water also plainly breaks the assumption of a smooth liquid. Take one neighbour on the dipole axis, with the same dipole μ pointing the same way, as a point dipole at a rough distance r = 0.28 nm. Its field is 2μ/r³, or 65 MV/cm, two thirds of the whole reaction field. Adding or removing such a field, with all others fixed, shifts the induced dipole by

1.198 × 10⁻³ × 65.4/0.2998 ≈ 0.26 D.

This is only a rough gauge of a hydrogen bond. Real hydrogen-bonded neighbours sit off the axis and are tilted, so each one typically contributes less, but several act at once. Their combined effect is not a small correction to this model.

Linearity of the liquid is also doubtful near the wall. The field just outside it, on the axis, is 3.85 MV/cm, and the dipole energy in that field is 0.75 kT. For independent dipoles in exactly this field, the mean orientation would fall 3 to 4% short of its linear value (about 7% in the cavity field, which is 3ε/(2ε + 1) times as large), but in water neighbouring dipoles turn together, so saturation can set in at lower fields. As a rough gauge of the consequence, lowering ε from 78 to 5 throughout the liquid reduces the dipole to 2.28 D.

**What to do in practice**

- Estimate αR first, using the polarizability along each principal axis in turn. If every value is well below 1, the linear feedback is stable, but that alone does not make the dipole accurate. In water αR along the dipole is only about 0.16, yet the cavity radius and the nearest neighbours still matter strongly. If any value approaches 1, reconsider the cavity before trusting the dipole.
- In a polarizable model, start from the gas-phase μ₀. Starting from a dipole already enlarged by the liquid counts the growth twice.
- In a model with fixed, enlarged charges, include the distortion cost (μ − μ₀)²/2α when comparing the liquid with the gas. Here it is 0.041 eV per molecule.
- Report the result for a range of radii. Where strong, directed bonds to neighbours matter, include those neighbours explicitly and use the continuum for the liquid beyond them.

The numerical output below lists the main calculated values used here. It does not include those for the aug-cc-pVTZ basis, the dipole with higher-multipole reaction fields, or the nonlinear response terms.

Table of computed values

```
INPUTS (rounded or rough)
O-H bond 0.096 nm, angle 104.5 degrees
density 1.0 g/cm3, molar mass 18.0 g/mol
static eps 78, electronic eps 1.8
temperature 298 K
CONVERSIONS
1 D/nm3 as a field: 0.2998 MV/cm
1 D2/nm3 as an energy: 6.2415e-04 eV
DIELECTRIC TEST (unit dipole, unit radius, eps 78)
reaction field from grid 0.98090, formula 0.98089
CAVITY AND MOLECULE (HF/aug-cc-pVDZ)
volume per molecule 0.02989 nm3
cavity radius a 0.1925 nm
reaction factor R 137.46 nm^-3
gas dipole mu_0 2.0011 D
polarizability alpha 1.1980 x 1e-3 nm3
loop gain alpha R 0.1647
GROWN DIPOLE
growth factor, formula 1.1972
dipole, formula 2.3956 D
dipole, full self-consistent HF 2.3947 D
formula minus full HF 0.036 %
HF dipole after round 0: 2.0011 D
HF dipole after round 1: 2.3299 D
HF dipole after round 2: 2.3840 D
HF dipole after round 3: 2.3929 D
HF dipole after round 4: 2.3944 D
first increment / mu_0 0.1643
second increment / first 0.1646
reaction field, formula 98.72 MV/cm
ENERGIES
distortion cost: formula 0.0405 eV, HF 0.0404 eV
net free energy: formula -0.2056 eV, HF -0.2056 eV
GROWTH FACTOR AGAINST EPS
eps 1.8: 1.0620
eps 5.0: 1.1391
eps 78.0: 1.1972
eps infinite: 1.2018
NEGLECTED EFFECTS
MP2 gas dipole 1.8685 D
MP2 polarizability 1.3452 x 1e-3 nm3
MP2 growth factor 1.2269
MP2 liquid dipole 2.2924 D
radius x 0.9: growth 1.2918, dipole 2.5850 D
radius x 1.1: growth 1.1412, dipole 2.2836 D
electrons outside cavity (centre on O) 0.073
field just outside wall, on axis 3.85 MV/cm
dipole x wall field / kT 0.747
one aligned neighbour at 0.28 nm: 65.43 MV/cm
thermal spread of dipole 0.0816 D
```
